\section*{Lock-In Signal in Pulsed Pump–Probe Thermoreflectance}

\section*{Setting and conventions}

Pump pulses strike a metal film on a substrate at times \(mT\), with \(m\) an integer. Pulse \(m\) deposits the fluence \(F M(mT)\), where \(M(t)\) is the modulation. Probe pulses arrive at \(t_n=nT+\tau\), with \(0<\tau<T\), and their reflected energy goes to a lock-in amplifier referenced to \(\omega_0\). The laser angular frequency is \(\omega_s=2\pi/T\).

Heating is linear, and \(h(t)\) is the surface temperature rise at time \(t\) after unit fluence, zero for \(t<0\). Its transform is
\begin{equation}
H(\omega)=\int_0^\infty h(t)\,e^{-i\omega t}\,dt .
\end{equation}
Assume that \(h\) tends to zero with finite total variation and is continuous for \(t>0\), and that \(\omega_0/\omega_s\) is not an integer. Pulses are instantaneous until part (e).

\(M\) denotes the oscillating part of the modulation, so negative values mean less than average heating. The average heating is taken to have reached a steady state. The samples \(M(mT)\) are a finite sum of exponentials in \(m\) without a constant term; any zero-mean periodic sequence has this form. SI units are used, since atomic units are unnatural for these times and conductances.

\section*{(a) From reflected pulses to a sum over past heating}

\textit{Express the lock-in output through \(h\), for a probe that is delayed. What changes if the pump is advanced instead, after it has passed its modulator?}

\textbf{Solution.} Let the reflectance be \(R_0(1+\beta\theta)\), with \(\theta\) the temperature rise. For probe pulses of unit energy the detector signal is
\begin{equation}
r(t)=R_0\sum_n[1+\beta\theta(t_n)]\,\delta(t-t_n).
\end{equation}
The complex lock-in output is twice the time average of \(r(t)e^{-i\omega_0t}\). There is one probe pulse per period, so this equals \((2R_0/T)\langle[1+\beta\theta(t_n)]e^{-i\omega_0t_n}\rangle\), where the brackets average over \(n\). The constant 1 averages to zero because \(\omega_0/\omega_s\) is not an integer. Division by the mean probe signal \(R_0/T\), with the small heating correction to that mean neglected, and by \(\beta\) leaves a temperature amplitude:
\begin{equation}
Z(\tau)=2\langle\theta(t_n)e^{-i\omega_0t_n}\rangle .
\end{equation}
Its real and imaginary parts are the in-phase and out-of-phase signals.

The pulse fired \(q\) periods before the latest one has age \(qT+\tau\) when it is probed. Superposition gives
\begin{equation}
\theta(nT+\tau)=F\sum_{q=0}^{\infty}h(qT+\tau)\,M((n-q)T).
\end{equation}
Write \(M(mT)=\sum_j a_je^{i\nu_jmT}\), with all factors \(e^{i\nu_jT}\) different. Each component yields a convergent sum over \(q\), because \(h\) has finite variation and \(e^{-i\nu_jT}\ne1\). In the average over \(n\), the component with \(e^{i\nu_jT}=e^{i\omega_0T}\) survives. Call its coefficient \(a\) and define
\begin{equation}
\mu=2a=2\langle M(mT)e^{-i\omega_0mT}\rangle .
\end{equation}
The surviving phase is \(e^{i\omega_0(n-q)T}e^{-i\omega_0(nT+\tau)}=e^{-i\omega_0(qT+\tau)}\), and therefore
\begin{equation}
Z(\tau)=\mu F S(\tau),\qquad
S(\tau)=\sum_{q=0}^{\infty}h(qT+\tau)e^{-i\omega_0(qT+\tau)}.
\label{time}
\end{equation}

If the pump is advanced after its modulator, pulse \(m\) still carries \(M(mT)\) but reaches the sample at \(mT-\tau\), while the probe arrives at \(nT\). The ages, and hence the sampled temperatures, are unchanged. The detection time is now \(nT\), so the demodulation factor lacks \(e^{-i\omega_0\tau}\):
\begin{equation}
Z_{\rm adv}(\tau)=e^{i\omega_0\tau}Z(\tau).
\label{adv}
\end{equation}
Data from the two geometries must not be compared without this factor.

\section*{(b) From past pulses to frequencies}

\textit{Rewrite \(S(\tau)\) in terms of \(H\). What value does the resulting series take at zero delay?}

\textbf{Solution.} Extend \(S\) from \(0<\tau<T\) to all \(\tau\) with period \(T\). Its Fourier coefficients are
\begin{align}
s_k&=\frac1T\int_0^T S(\tau)e^{-ik\omega_s\tau}\,d\tau\nonumber\\
&=\frac1T\sum_{q=0}^{\infty}\int_0^T
h(qT+\tau)e^{-i\omega_0(qT+\tau)}e^{-ik\omega_s\tau}\,d\tau .
\end{align}
Sum and integral may be exchanged because summation by parts bounds the remainder uniformly in \(\tau\). Put \(t=qT+\tau\). Since \(\omega_sT=2\pi\), \(e^{-ik\omega_s\tau}=e^{-ik\omega_st}\), and the intervals join into one half-line:
\begin{equation}
s_k=\frac1T\int_0^\infty h(t)e^{-i(\omega_0+k\omega_s)t}\,dt
=\frac{H(\omega_0+k\omega_s)}T .
\end{equation}
The variation of \(\sum_q h(qT+\tau)e^{-i\omega_0qT}\) over one period is at most the total variation of \(h\). Thus \(S\) has finite variation, and its symmetrically summed Fourier series converges to it wherever it is continuous:
\begin{equation}
\boxed{Z(\tau)=\frac{\mu F}{T}\sum_{k=-\infty}^{\infty}
H(\omega_0+k\omega_s)e^{ik\omega_s\tau}},\qquad 0<\tau<T.
\label{main}
\end{equation}

Negative \(k\) belongs to the sum. The pulsed pump heats the sample at every frequency \(\omega_0+k\omega_s\), and the pulsed probe shifts each response back to \(\omega_0\). Delay enters as the phase of that shift. The \(k=0\) term is the response to a continuous flux oscillating at \(\omega_0\) with complex amplitude \(\mu F/T\), and it equals the average of \(Z\) over one period of delay. When harmonics alias (part (c)), \(\mu\) differs from the fundamental that a continuous beam with the same \(M(t)\) would carry.

Just before zero delay the latest pulse has not yet arrived, so \(S(0^-)=S(T^-)=\sum_{q\ge1}h(qT)e^{-i\omega_0qT}\). Just after zero delay the \(q=0\) term is added, so
\begin{equation}
Z(0^+)-Z(0^-)=\mu F h(0^+).
\end{equation}
At the jump the series gives the midpoint, \(\mu F[S(0^+)-h(0^+)/2]\). For real \(\mu\) the jump is real and the out-of-phase signal is continuous there. If the pulses are much shorter than the time in which \(h\) changes appreciably, this gives a means of setting the lock-in phase.

\section*{(c) What the pulses see of the modulation}

\textit{Let \(M(t)=\sum_nc_ne^{in\omega_0t}\). Find \(\mu\). Apply the result to a cosine of phase \(\phi\), and to \(M=\operatorname{sgn}\cos(\omega_0t+\phi)\) sampled eight times per cycle with \(0<\phi<\pi/4\).}

\textbf{Solution.} The average of \(e^{i(n-1)\omega_0mT}\) over \(m\) is 1 if \((n-1)\omega_0/\omega_s\) is an integer and 0 otherwise. Hence
\begin{equation}
\mu=2\sum_{(n-1)\omega_0/\omega_s\in\mathbb Z}c_n .
\end{equation}
Aliased harmonics change the common factor \(\mu\), not the delay dependence in Eq.~\eqref{main}.

For \(M=\cos(\omega_0t+\phi)\), \(c_{\pm1}=e^{\pm i\phi}/2\). The term \(n=1\) gives \(\mu=e^{i\phi}\). The term \(n=-1\) joins it if \(2\omega_0/\omega_s\) is an integer, and then \(\mu=e^{i\phi}+e^{-i\phi}=2\cos\phi\). At 40 MHz modulation, 80 MHz repetition and \(\phi=0.7\) rad this is 1.530.

For the square wave, the samples are \(+1\) at \(m=-2,-1,0,1\) and \(-1\) at \(m=2,3,4,5\). Moving four places reverses both the sample and \(e^{-i\pi m/4}\), so the two groups contribute equally:
\begin{align}
\mu&=\frac28\cdot2\sum_{m=-2}^{1}e^{-i\pi m/4}
=\frac12e^{i\pi/8}\sum_{m=-2}^{1}e^{-i\pi(m+1/2)/4}\nonumber\\
&=e^{i\pi/8}\left(\cos\frac\pi8+\cos\frac{3\pi}8\right)
=1.3066\,e^{i\pi/8}.
\end{align}
The continuous wave has the fundamental \(2c_1=(4/\pi)e^{i\phi}=1.2732\,e^{i\phi}\). The sampled phase stays at \(\pi/8\) throughout the stated range of \(\phi\), since moving an edge between two pulses alters no pulse. For \(\phi=0.3\) rad the phase difference is \(0.3927-0.3=0.0927\) rad, or \(5.31^\circ\). This offset needs a modulation locked to the laser at exactly eight pulses per cycle. If the two are not locked, the edges drift through the pulse train and the long-time average returns \(\mu=2c_1\). The offset also disappears if the lock-in phase is set from the jump at zero delay, since the jump carries the phase of \(\mu\).

\section*{(d) A film, an interface and a substrate}

\textit{A film of areal heat capacity \(C\) and uniform temperature is joined through conductance \(G\) to a thick substrate of conductivity \(\kappa\) and volumetric heat capacity \(c_v\). Find \(H\) and \(h\) for one-dimensional diffusion.}

\textbf{Solution.} At frequency \(\omega\) the substrate obeys \(\kappa\,\partial_z^2\theta=i\omega c_v\theta\). The decaying solution is \(e^{-z\sqrt{i\omega c_v/\kappa}}\), so the flux entering the substrate is \(J=\varepsilon\sqrt{i\omega}\,\theta_{\rm sub}\), with effusivity \(\varepsilon=\sqrt{\kappa c_v}\) and \(\theta_{\rm sub}\) its surface temperature. The interface gives \(J=G(\theta-\theta_{\rm sub})\). Eliminating \(\theta_{\rm sub}\),
\begin{equation}
\theta=J\left(\frac1G+\frac1{\varepsilon\sqrt{i\omega}}\right).
\end{equation}
Energy balance for unit absorbed flux, \(1=i\omega C\theta+J\), then yields
\begin{equation}
H=\frac1{i\omega C+Y},\qquad
Y=\left(\frac1G+\frac1{\varepsilon\sqrt{i\omega}}\right)^{-1}.
\end{equation}

For the time response put \(s=i\omega\) and \(x=\sqrt s\). Then \(Y=G\varepsilon x/(\varepsilon x+G)\), and
\begin{align}
H&=\frac{\varepsilon x+G}{x(C\varepsilon x^2+CGx+G\varepsilon)}
=\frac{x+G/\varepsilon}{Cx[x^2+(G/\varepsilon)x+G/C]}\nonumber\\
&=\frac{x+b_1+b_2}{Cx(x+b_1)(x+b_2)},
\end{align}
where \(b_1+b_2=G/\varepsilon\) and \(b_1b_2=G/C\). The residues at \(x=-b_1\) and \(x=-b_2\) give, for \(b_1\ne b_2\),
\begin{equation}
H=\frac1{C(b_2-b_1)}\left[\frac{b_2}{x(x+b_1)}-\frac{b_1}{x(x+b_2)}\right].
\end{equation}

To invert these fractions, let \(f(t)=e^{b^2t}\operatorname{erfc}(b\sqrt t)\). Differentiation gives \(f'=b^2f-b/\sqrt{\pi t}\), with \(f(0)=1\). The Laplace transform of \(1/\sqrt{\pi t}\) is \(1/\sqrt s\), so the transform \(\hat f\) obeys \(s\hat f-1=b^2\hat f-b/\sqrt s\), and
\begin{equation}
\hat f=\frac{1-b/\sqrt s}{s-b^2}=\frac1{\sqrt s(\sqrt s+b)} .
\end{equation}
With \(w(z)=e^{z^2}\operatorname{erfc}z\), the response is
\begin{equation}
h(t)=\frac{b_2w(b_1\sqrt t)-b_1w(b_2\sqrt t)}{C(b_2-b_1)} .
\end{equation}

At short times \(w(z)\simeq1-2z/\sqrt\pi+z^2\). The terms in \(\sqrt t\) cancel, leaving \(h\simeq(1-Gt/C)/C\): the film first cools through the interface alone. At long times \(w(z)\simeq1/(\sqrt\pi z)\), so
\begin{equation}
h\simeq\frac{b_2/b_1-b_1/b_2}{C(b_2-b_1)\sqrt{\pi t}}
=\frac{b_1+b_2}{Cb_1b_2\sqrt{\pi t}}
=\frac1{\varepsilon\sqrt{\pi t}} .
\end{equation}
This decay is too slow for a constant pulse train to reach a steady state in one dimension; in a real sample lateral spreading provides one. The oscillating sum still converges. For the oscillating signal, one-dimensional diffusion requires laser spots much wider than the diffusion length at the smallest \(|\omega_0+k\omega_s|\). For \(\omega_0\le\omega_s/2\) this is \(\sqrt{2\kappa/(c_v\omega_0)}\), which is 1.4 \(\mu\)m for the values of part (g). The model also omits temperature gradients in the film and non-diffusive transport. A film of thickness \(d\), conductivity \(\kappa_f\) and diffusivity \(D_f\) is close to uniform only if \(Gd/\kappa_f\ll1\) and the delay is of order \(d^2/D_f\) or longer. At earlier delays the heated surface is hotter than the film average, so the step seen near zero delay need not equal \(F/C\).

\section*{(e) Pulses of finite duration}

\textit{Let the pump and probe pulses have normalized shapes \(g_p\) and \(g_b\), with transforms \(\hat g_p\) and \(\hat g_b\). Each pump pulse carries a single modulation value. How does the harmonic sum change?}

\textbf{Solution.} The relevant part of the pump flux is \(\frac12\mu F\sum_mg_p(t-mT)e^{i\omega_0mT}\). Multiplied by \(e^{-i\omega_0t}\) it is periodic, and its Fourier series gives
\begin{equation}
\sum_mg_p(t-mT)e^{i\omega_0mT}
=\frac1T\sum_k\hat g_p(\omega_k)e^{i\omega_kt},\quad
\omega_k=\omega_0+k\omega_s .
\end{equation}
The sample multiplies each term by \(H(\omega_k)\). The probe train is \((1/T)\sum_j\hat g_b(j\omega_s)e^{ij\omega_s(t-\tau)}\). In the product of temperature and probe, the terms at \(\omega_0\) have \(j=-k\). With the lock-in factor 2 and division by the mean probe power \(1/T\),
\begin{equation}
Z(\tau)=\frac{\mu F}{T}\sum_k H(\omega_k)\,\hat g_p(\omega_k)\,
\hat g_b(-k\omega_s)\,e^{ik\omega_s\tau}.
\end{equation}
Instantaneous pulses have both factors equal to 1, which restores Eq.~\eqref{main}. Gaussian pulses of standard deviation \(\sigma\) have \(\hat g(\omega)=e^{-\omega^2\sigma^2/2}\). They suppress high harmonics and round off the jump.

\section*{(f) Summing the series efficiently}

\textit{For the model of part (d) and instantaneous pulses, why does the series converge slowly at delays close to 0 or \(T\), and how can this be cured?}

\textbf{Solution.} At high frequency \(H\simeq1/(i\omega C)\), the signature of the jump. Let \(x_\tau=\omega_s\tau\). Pairing \(\pm k\) beyond a cutoff \(K\), with \(\omega_sT=2\pi\), gives the leading omitted part for \(\mu=1\):
\begin{equation}
\frac{F}{\pi C}\sum_{k>K}\frac{\sin kx_\tau}{k}
\simeq\frac{F}{\pi C}\,
\frac{\cos[(K+\frac12)x_\tau]}{2K\sin(x_\tau/2)},
\qquad Kx_\tau\gg1,\quad K(2\pi-x_\tau)\gg1 .
\end{equation}
The last step treats \(1/k\) as constant in the geometric sum of \(e^{ikx_\tau}\). Where the cosine is close to zero, the neglected terms decide the small remainder.

Subtract \(H_0=1/(i\omega C+G)\), which describes a film cooling into a substrate of fixed temperature. Then
\begin{equation}
H-H_0=(G-Y)HH_0=\frac{G^2}{\varepsilon\sqrt{i\omega}+G}\,HH_0 ,
\end{equation}
which falls as \(|\omega|^{-5/2}\). The subtracted response is \(e^{-\gamma t}/C\), with \(\gamma=G/C\), and its pulse sum is geometric:
\begin{equation}
S(\tau)=\frac{e^{-(\gamma+i\omega_0)\tau}}{C[1-e^{-(\gamma+i\omega_0)T}]}
+\frac1T\sum_k[H-H_0]_{\omega_k}e^{ik\omega_s\tau}.
\end{equation}

\section*{(g) Numbers}

\textit{Take \(C=0.2\) J\,m\(^{-2}\)K\(^{-1}\), \(G=10^8\) W\,m\(^{-2}\)K\(^{-1}\), \(\kappa=100\) W\,m\(^{-1}\)K\(^{-1}\), \(c_v=1.6\times10^6\) J\,m\(^{-3}\)K\(^{-1}\), repetition at 80 MHz, cosine modulation at 10 MHz with \(\mu=1\), and \(F=0.1\) J\,m\(^{-2}\). Evaluate and interpret the signal.}

\textbf{Solution.} These are round model parameters. They give \(T=12.5\) ns, \(\varepsilon=\sqrt{1.6\times10^8}=1.265\times10^4\) W\,s\(^{1/2}\)m\(^{-2}\)K\(^{-1}\), a film cooling time \(C/G=2\) ns and a jump \(F/C=0.5\) K.

The \(k=0\) term is \(0.1108-0.0736i\) K. The neighbours \(k=+1\) and \(k=-1\), at \(+90\) and \(-70\) MHz, are \(0.0278-0.0455i\) K and \(0.0366+0.0503i\) K. They are not complex conjugates, because their frequencies differ in magnitude. With a delayed probe the full sum gives:

\begin{center}
\begin{tabular}{cccc}
\(\tau\) (ns) & \(\operatorname{Re}Z\) (K) & \(\operatorname{Im}Z\) (K) & \(-\operatorname{Re}Z/\operatorname{Im}Z\)\\
0.1 & 0.480 & \(-0.062\) & 7.76\\
1.0 & 0.328 & \(-0.077\) & 4.26\\
6.0 & 0.068 & \(-0.077\) & 0.88
\end{tabular}
\end{center}

At 1 ns the latest pulse contributes \(0.3302-0.0208i\) K and all earlier pulses \(-0.0017-0.0564i\) K. The in-phase signal here is thus almost entirely the cooling after one pulse, while most of the out-of-phase signal is accumulated heat. Advancing the pump rotates \(Z\) by \(\omega_0\tau=0.0628\) rad, to \(0.3326-0.0564i\) K. The ratio becomes 5.90 instead of 4.26 for the same sample temperatures.

Across zero delay the signal goes from \(0.0033-0.0591i\) K to \(0.5033-0.0591i\) K. The step is the expected 0.5 K, and the series gives the midpoint, \(0.2533-0.0591i\) K.

The ratio is sensitive to phase. At 1 ns the phase of \(Z\) is \(-\arctan(0.0772/0.3284)=-13.2^\circ\). The uncorrected \(5.31^\circ\) of part (c) moves it to \(-7.9^\circ\) and raises the ratio from 4.26 to 7.20.

For Gaussian pulses with \(\sigma\) of 0.6 ns (pump) and 0.4 ns (probe), the signal at 0.3 ns is \(0.254-0.065i\) K. Instantaneous pulses give in-phase values of 0.480 K at 0.1 ns and 0.402 K at 0.5 ns. The combined width \(\sqrt{0.6^2+0.4^2}=0.72\) ns exceeds the delay, so a good part of the probe energy arrives before the pump energy it should follow.

At 0.1 ns and \(K=1000\), the tail estimate of part (f) is \((0.5/\pi)/(2000\times0.0251)=0.0032\) K, since the cosine is close to 1. Relative to \(|Z|=0.484\) K this is 0.0065, the computed truncation error. With the subtraction, \(K=10\) already gives a relative error of 0.0016.

As an independent test, a finite-volume film and substrate was heated pulse by pulse and its sampled temperature demodulated. For cosine and square modulation and both delay geometries it agrees with the formulas to within \(4.4\times10^{-5}\) of \(|Z|\). This checks the mathematics within the diffusion model, not the model's validity for a given sample. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
film areal heat capacity C = 0.200 J m^-2 K^-1
interface conductance G = 1.000e+08 W m^-2 K^-1
substrate conductivity = 100.0 W m^-1 K^-1
substrate heat capacity = 1.600e+06 J m^-3 K^-1
substrate effusivity = 12649.1 W s^0.5 m^-2 K^-1
repetition rate = 80.0 MHz, period T = 12.50 ns
modulation frequency = 10.0 MHz
fluence amplitude F = 0.100 J m^-2
film cooling time C/G = 2.000 ns
b1 = 3952.8 +22008.5i s^-0.5; b2 is its conjugate
temperature jump F/C = 0.5000 K
k=-2: frequency -150.0 MHz, F*H/T = 0.01397 +0.03402i K
k=-1: frequency -70.0 MHz, F*H/T = 0.03664 +0.05034i K
k=+0: frequency +10.0 MHz, F*H/T = 0.11082 -0.07364i K
k=+1: frequency +90.0 MHz, F*H/T = 0.02780 -0.04554i K
k=+2: frequency +170.0 MHz, F*H/T = 0.01153 -0.03115i K
probe delayed: delay, in-phase, out-of-phase, ratio -in/out
  0.1 ns: 0.47975 K, -0.06185 K, 7.7572
  0.5 ns: 0.40217 K, -0.07037 K, 5.7148
  1.0 ns: 0.32843 K, -0.07716 K, 4.2563
  3.0 ns: 0.16322 K, -0.08397 K, 1.9437
  6.0 ns: 0.06810 K, -0.07732 K, 0.8808
pump advanced, 1 ns: 0.33262 K, -0.05639 K, ratio 5.8989
last pulse alone, 1 ns: 0.33016 -0.02077i K
earlier pulses, 1 ns: -0.00173 -0.05639i K
just before zero delay: 0.00332 -0.05912i K
just after zero delay: 0.50332 -0.05912i K
series at zero delay: 0.25332 -0.05912i K
relative error at 0.1 ns, K=10: plain 3.5e-01, fast 1.6e-03
relative error at 0.1 ns, K=100: plain 1.1e-02, fast 1.3e-05
relative error at 0.1 ns, K=1000: plain 6.5e-03, fast 5.1e-08
remainder decay exponent = -2.500
square wave phase offset = 0.30 rad
square wave |mu|: sampled 1.3066, continuous fundamental 1.2732
sampling phase error = 5.311 degrees
ratio at 1 ns with this error uncorrected = 7.1972
40 MHz cosine, phase 0.7 rad: mu = 1.5297
Gaussian pulse widths: pump 0.6 ns, probe 0.4 ns
finite pulses at 0.3 ns: 0.25352 -0.06465i K
largest relative gap, time sum vs fast series = 2.0e-07
largest relative gap, grid vs formula = 4.4e-05
largest relative gap, pump advanced = 4.4e-05
relative gap, finite-pulse quadrature = 4.7e-08
\end{verbatim}
